\section*{Intrinsic Stacking-Fault Energy from fcc, hcp and dhcp Crystal Energies}

\section{The decision}

To obtain the intrinsic stacking-fault energy of an fcc crystal, one can build a faulted cell with many layers, or one can calculate a few small perfect crystals and combine their energies. The second way is cheaper, but two choices must be made: whether hcp and fcc suffice or dhcp is needed too, and whether the forces are short-ranged enough for any such combination to be trusted. The theorem below states exactly what dhcp adds to the hcp-only expression, and it states the range of forces within which the combination is exact.

\section{Setting and assumptions}

The crystal has one kind of atom and consists of close-packed layers. A layer can sit at one of three lateral positions, A, B or C, and neighbouring layers never share a position. Let $d$ be the nearest-neighbour distance. Each layer has one atom per cell of area
\begin{equation}
A=\frac{\sqrt3}{2}\,d^2 .
\end{equation}
The in-plane lattice and the layer spacing are the same in all stackings, and no atom relaxes at the fault. This is the rigid, ideal geometry.

To the step from layer $i$ to layer $i+1$ we assign a spin: $S_i=+1$ for A$\to$B, B$\to$C or C$\to$A, and $S_i=-1$ for the reverse steps. A spin thus belongs to a pair of neighbouring layers, and $n$ successive spins describe $n+1$ layers. The three crystals are
\begin{align}
\text{fcc (ABC):}&\quad +++\cdots,\nonumber\\
\text{hcp (AB):}&\quad +-+-\cdots,\\
\text{dhcp (ABAC):}&\quad ++--\cdots,\nonumber
\end{align}
where the dhcp steps, read in order from the first A, are $+,-,-,+$, which is the same cyclic pattern.

$E(\mathrm{X})$ denotes the energy of crystal X per layer cell, which here means per atom. A calculated cell energy must therefore be divided by 2 for the two-atom hcp cell and by 4 for the four-atom dhcp cell. If a stack of $N$ layers contains one fault, the fault energy per area $\gamma$ is defined by
\begin{equation}
A\gamma=E_{\rm fault}(N)-N\,E(\mathrm{fcc}),
\label{def}
\end{equation}
with equal numbers of atoms in both terms and $N$ large enough to isolate the fault.

The physical assumption is one of finite span: the total energy is a sum of terms, the same function all along the stack, each depending on the positions of at most $m$ adjacent layers. The terms may be many-body energies. For a metal, whose electrons carry some influence to any distance, this is an approximation.

\section{Theorem}

\paragraph{Theorem.} In the rigid, ideal geometry:

(a) If no energy term spans more than four adjacent layers, then
\begin{equation}
\gamma=\frac{E(\mathrm{hcp})+2E(\mathrm{dhcp})-3E(\mathrm{fcc})}{A}.
\label{main}
\end{equation}

(b) If terms span up to five adjacent layers, the energy has the form
\begin{align}
E=\sum_i\big[&J_0-J_1S_iS_{i+1}-J_2S_iS_{i+2}-J_3S_iS_{i+3}\nonumber\\
&-K\,S_iS_{i+1}S_{i+2}S_{i+3}\big],
\label{ising}
\end{align}
and
\begin{equation}
A\gamma=E(\mathrm{hcp})+2E(\mathrm{dhcp})-3E(\mathrm{fcc})+8K .
\label{withK}
\end{equation}
Equation (\ref{main}) thus holds for the axial Ising model with pair couplings $J_1,J_2,J_3$, that is, for $K=0$.

(c) If $K=0$ and $J_2=0$, the result reduces to
\begin{equation}
\gamma=\frac{2\,[E(\mathrm{hcp})-E(\mathrm{fcc})]}{A}.
\label{first}
\end{equation}
The first-order model, with $J_1$ alone, is a special case.

\section{Two lemmas}

\paragraph{Lemma 1.} An intrinsic fault in fcc is a single reversed spin.

\emph{Proof.} Count lateral positions modulo 3, so that a spin $+1$ adds 1 and a spin $-1$ subtracts 1. Removing one layer merges two successive steps $+1$ into one step of $+2$, and $2\equiv-1$ modulo 3. For example, removing the second A from ABCABC leaves ABCBC, with steps $+,+,-,+$. Two plus spins have been replaced by one minus spin, and all others are untouched.

The fault can also be made by shear. Shift all layers above a chosen plane by one step in the positive sense. The step across the plane becomes $1+1\equiv-1$, while the steps within each half are unchanged. The opposite shift would give $1-1=0$ and place two like layers on top of each other, which is excluded. $\square$

\paragraph{Lemma 2.} With a span of five layers, the energy can be written as (\ref{ising}). With a span of four layers, only $J_0$, $J_1$ and $J_2$ remain.

\emph{Proof.} Rotate the crystal by $180^\circ$ about the stacking axis through an atom of an A layer. The triangular lattice of each layer is preserved, A stays A, and B and C are exchanged. The order of the layers does not change, so every spin changes sign. The total energy does not change.

Let $g(S_i,\dots,S_{i+3})$ be the energy term for five layers. The rotated crystal has the same total energy, so $g$ may be replaced by the average of its values at $S$ and at $-S$. A function of four two-valued variables is a linear combination of the 16 products of distinct variables. Because the averaged function is even, the products of one or three spins drop out. What remains is the constant, the six pair products and the product of all four spins.

Among the pairs, three are one step apart, two are two steps apart and one is three steps apart. After summation over $i$, pairs with equal separation give the same sum, so their coefficients add up to a single constant each. Calling these constants $-J_1$, $-J_2$, $-J_3$ and the last one $-K$ gives (\ref{ising}). Four layers are described by three spins; the even products are then the constant and pairs at separations one and two. $\square$

The four-spin term has the same span as $J_3$. A model that keeps $J_3$ and drops $K$ therefore makes an assumption about the forces that goes beyond their range.

\section{Proof of the theorem}

\emph{Crystal energies.} In fcc every product equals $+1$. In hcp the spins alternate, so products at separations 1, 2, 3 are $-1,+1,-1$, and a product of four successive spins is $(+1)^2(-1)^2=+1$. In dhcp, $S_{i+2}=-S_i$. The product at separation 2 is therefore $-1$. Products at separation 1 run through $+,-,+,-$ and average to zero. At separation 3,
\begin{equation}
S_iS_{i+3}=-S_iS_{i+1},
\end{equation}
which also averages to zero. The four-spin product is
\begin{equation}
S_iS_{i+1}S_{i+2}S_{i+3}=S_iS_{i+1}(-S_i)(-S_{i+1})=+1 .
\end{equation}
Inserting these values in (\ref{ising}) gives
\begin{align}
E(\mathrm{fcc})&=J_0-J_1-J_2-J_3-K,\nonumber\\
E(\mathrm{hcp})&=J_0+J_1-J_2+J_3-K,\label{bulk}\\
E(\mathrm{dhcp})&=J_0+J_2-K.\nonumber
\end{align}

\emph{Fault energy.} Let spin $f$ be the reversed one. At separation $n$ it occurs in two pair products, $S_fS_{f+n}$ and $S_{f-n}S_f$. Each changes from $+1$ to $-1$, so its energy changes from $-J_n$ to $+J_n$ and costs $2J_n$. The two together cost $4J_n$. Spin $f$ also lies in four windows of four successive spins, each of which costs $2K$. The constant $J_0$ cancels in (\ref{def}) because the number of layers is equal. Hence
\begin{equation}
A\gamma=4(J_1+J_2+J_3)+8K .
\label{gammaJ}
\end{equation}

\emph{Elimination of the couplings.} Subtraction in (\ref{bulk}) gives
\begin{align}
E(\mathrm{hcp})-E(\mathrm{fcc})&=2J_1+2J_3,\\
E(\mathrm{dhcp})-E(\mathrm{fcc})&=J_1+2J_2+J_3.
\end{align}
Add the first line to twice the second:
\begin{align}
&E(\mathrm{hcp})+2E(\mathrm{dhcp})-3E(\mathrm{fcc})\nonumber\\
&\quad=(2+2)J_1+4J_2+(2+2)J_3\nonumber\\
&\quad=4(J_1+J_2+J_3).
\label{elim}
\end{align}
Comparison with (\ref{gammaJ}) proves (\ref{withK}). For a span of four layers, Lemma 2 gives $J_3=K=0$, which proves (a).

For (c), subtract the first-order expression from the full one and use (\ref{bulk}):
\begin{align}
&[E(\mathrm{hcp})+2E(\mathrm{dhcp})-3E(\mathrm{fcc})]-2[E(\mathrm{hcp})-E(\mathrm{fcc})]\nonumber\\
&\quad=2E(\mathrm{dhcp})-E(\mathrm{hcp})-E(\mathrm{fcc})=4J_2 .
\label{J2}
\end{align}
The difference vanishes when $J_2=0$. $\square$

\section{Remarks}

\paragraph{Meaning of the factor 2.} Call a layer hcp-like if its two neighbours are at the same position, which means that the spins on its two sides are opposite. The reversed spin has such a layer at each end, so the fault contains two hcp-like layers. If each layer's energy depends on its nearest neighbours alone, each of these two costs $E(\mathrm{hcp})-E(\mathrm{fcc})$, and (\ref{first}) follows.

\paragraph{When dhcp matters.} By (\ref{J2}), the first-order expression agrees with the full formula when $E(\mathrm{dhcp})$ lies midway between $E(\mathrm{hcp})$ and $E(\mathrm{fcc})$. A nonzero $J_3$ does not spoil this agreement. One dhcp calculation thus measures the correction, but it does not measure $K$: in all three lines of (\ref{bulk}), $K$ appears in the same combination $J_0-K$. Finding it takes the faulted cell itself or a suitably chosen further stacking. The repeated pattern $+++-$ serves: its pair products average to zero and its four-spin product is $-1$, so its energy per layer is $J_0+K$. Not every stacking does: 9R ($++-$) or 6H ($+++---$), added alone to the three crystals, brings in $J_1$ and $J_3$ in a new combination and leaves $K$ undetermined.

\paragraph{Which expression is closer.} Let $R$ be the part of $A\gamma$ that the full formula misses. The first-order expression misses $R+4J_2$. The full formula is closer when $|R|<|R+4J_2|$. If $R$ and $J_2$ have opposite signs, this can fail, and the first-order value can then be better through cancellation.

\paragraph{Longer pair couplings.} Suppose a term $-J_nS_iS_{i+n}$ is present for any $n$. The fault still costs $4J_n$. Let $c_h$ and $c_d$ be the average products in hcp and dhcp. The formula contains
\begin{equation}
-J_n(c_h+2c_d-3)=J_n(3-c_h-2c_d).
\end{equation}
For odd $n$, $c_h=-1$ and $c_d=0$, which gives $4J_n$. For $n=2,6,\dots$, $c_h=1$ and $c_d=-1$, which again gives $4J_n$. For $n=4,8,\dots$, both averages are 1, since $n$ is a multiple of both periods, and the result is zero. The formula therefore misses $4(J_4+J_8+\cdots)$.

\paragraph{Numerical errors.} If each energy per atom is uncertain by at most $\delta$, the numerator of (\ref{main}) is uncertain by at most $(1+2+3)\delta=6\delta$. For the first-order expression the bound is $4\delta$.

\section{Pair forces between atoms}

The couplings can be traced to atomic forces when atoms interact through a pair energy $\phi(r)$. Two layers $n$ apart have one interaction energy per cell if their lateral positions are equal and another if they are unequal. The two unequal cases have the same energy because the $180^\circ$ rotation exchanges them. Let $\Delta_n$ be the energy for equal positions minus that for unequal positions. A stacking then differs in energy from another with the same number of layers only through the number of equal pairs at each $n$.

Two layers are equal when the $n$ spins between them sum to a multiple of 3. In fcc that sum is $n$. In hcp it is 0 for even $n$ and $\pm1$ for odd $n$. In dhcp, four successive spins sum to zero, so it suffices to add the remaining $n-4$ spins once $n>4$. At the fault, $n$ windows contain the reversed spin, and each has the sum $n-2$. The fractions of equal pairs in the crystals, and the change in their number at the fault, are:

\begin{center}
\begin{tabular}{c|ccc|c}
$n$ & fcc & hcp & dhcp & fault\\ \hline
2 & 0 & 1 & 1/2 & $+2$\\
3 & 1 & 0 & 0 & $-3$\\
4 & 0 & 1 & 1 & 0\\
5 & 0 & 0 & 0 & $+5$\\
6 & 1 & 1 & 1/2 & $-6$
\end{tabular}
\end{center}

The last column gives the fault energy, and the combination hcp $+\,2\,$dhcp $-\,3\,$fcc of the others gives the formula. Through $n=6$,
\begin{align}
A\gamma&=2\Delta_2-3\Delta_3+5\Delta_5-6\Delta_6,\label{pairdirect}\\
\text{formula}&=2\Delta_2-3\Delta_3+3\Delta_4-\Delta_6,\\
R&=-3\Delta_4+5\Delta_5-5\Delta_6.
\label{missed}
\end{align}

The term $-3\Delta_4$ is the four-spin term of the theorem. Four spins sum to a multiple of 3 when two are plus and two are minus. This condition is expressed by
\begin{equation}
\frac{3-P+3S_1S_2S_3S_4}{8},
\label{ind}
\end{equation}
where $P$ is the sum of the six pair products. For four like spins $P=6$ and the product is $+1$, which gives 0. For three against one, $P=0$ and the product is $-1$, which gives 0. For two against two, $P=-2$ and the product is $+1$, which gives 1. Multiplying (\ref{ind}) by $\Delta_4$ and comparing with (\ref{ising}) yields $-K=3\Delta_4/8$, or $8K=-3\Delta_4$. Plain pair forces between atoms thus produce a four-spin coupling once they reach the fourth neighbouring layer.

\section{Worked example}

Take a model crystal with the damped, oscillating pair energy
\begin{equation}
\phi(r)=C\,\frac{e^{-\kappa r}\cos(qr)}{r}
\end{equation}
and the round parameters $d=5.0$ bohr, $C=0.010$ hartree bohr, $\kappa=0.20$ bohr$^{-1}$ and $q=1.50$ bohr$^{-1}$. The geometry is imposed, not an equilibrium of this pair energy: with these parameters the fcc lattice is unstable against a shear at fixed volume, which energy terms depending on volume alone cannot cure. Such terms cancel in all differences, and the model serves only to compare rigid stackings. The cell area is $A=21.651$ bohr$^2$.

Lattice sums give, in microhartree,
\begin{align}
\Delta_2&=476.76,&\Delta_3&=-23.30,&\Delta_4&=-3.32,\nonumber\\
\Delta_5&=1.04,&\Delta_6&=-0.15. &&
\end{align}
With interactions out to 16 layers, hcp lies 496.74 and dhcp 258.43 microhartree per atom above fcc. Among all repeated step patterns of period up to 10, fcc is the lowest. The full formula and the first-order expression give
\begin{align}
496.74+2(258.43)&\approx1013.6\ \text{microhartree},\\
2(496.74)&\approx993.5\ \text{microhartree}.
\end{align}

The reference is the energy of a periodic stack of 50 layers, made by deleting one layer from 51 layers of fcc and summed directly with the same pair energy. Its excess over 50 layers of fcc is 1029.5 microhartree per layer cell. Division by $A$ gives
\begin{align}
\text{direct:}&\quad47.55\ \text{microhartree/bohr}^2=74.0\ \text{mJ/m}^2,\nonumber\\
\text{formula:}&\quad46.82\ \text{microhartree/bohr}^2=72.9\ \text{mJ/m}^2,\\
\text{first order:}&\quad45.89\ \text{microhartree/bohr}^2=71.4\ \text{mJ/m}^2.\nonumber
\end{align}
Relative to the direct value, the full formula is 1.5 percent low and the first-order expression 3.5 percent low. These are errors of the two expressions within this rigid model; they say nothing about relaxation or about a real metal.

Cutting off the interaction after a given number of layers shows where the errors enter. The energies per layer cell, in microhartree, are:

\begin{center}
\begin{tabular}{c|ccc}
reach & direct & formula & first order\\ \hline
2 & 953.5 & 953.5 & 953.5\\
3 & 1023.4 & 1023.4 & 1000.1\\
4 & 1023.4 & 1013.5 & 993.5\\
5 & 1028.6 & 1013.5 & 993.5\\
16 & 1029.5 & 1013.6 & 993.5
\end{tabular}
\end{center}

A reach of 2 means a span of three layers, so $J_1$ is the sole coupling and all three values agree. At reach 3 the span is four layers: part (a) applies, and the formula agrees with the direct sum while the first-order expression does not. At reach 4 the direct value stays put, as the zero in the fault column requires, but the formula shifts by $3\Delta_4$. Including dhcp has not removed this error, because it comes from $K$.

At full reach the missed energy is $1029.50-1013.61=15.89$ microhartree. Equation (\ref{missed}) accounts for it as
\begin{equation}
-3\Delta_4+5\Delta_5-5\Delta_6\approx9.96+5.19+0.74=15.89 .
\end{equation}
The fifth layer contributes half as much as the fourth although $\Delta_5$ is less than a third of $\Delta_4$ in size, since its coefficient in (\ref{missed}) is five against three: the five counts windows at the fault, while the three is the weight $1+2$ that hcp and dhcp give to $\Delta_4$ in the formula. The correction supplied by dhcp is $4J_2\approx20.1$ microhartree, with $J_2$ obtained from (\ref{J2}). It has the same sign as the missed energy, so here the full formula is the closer of the two. The numerical check checks the spin algebra with random many-body energies and the pair-force results up to $\Delta_5$ by direct summation; the $\Delta_6$ terms are supported by the numerical agreement above.

\section*{Computed values}
\begin{verbatim}
MODEL INPUT
nearest-neighbour distance d = 5.0 bohr
pair strength C = 0.010 hartree bohr
damping kappa = 0.20 1/bohr
wave number q = 1.50 1/bohr
layer spacing = 4.08248 bohr
area per layer cell = 21.65064 bohr^2
layers in faulted periodic cell = 50
LAYER INTERACTIONS: equal minus unequal positions
Delta_2 = 476.7593 microhartree
Delta_3 = -23.3001 microhartree
Delta_4 = -3.3195 microhartree
Delta_5 = 1.0374 microhartree
Delta_6 = -0.1487 microhartree
CRYSTAL ENERGIES per atom, full reach
E(hcp)-E(fcc) = 496.7402 microhartree
E(dhcp)-E(fcc) = 258.4349 microhartree
fitted J1+J3 = 248.3701 microhartree
fitted J2 = 5.0324 microhartree
step patterns searched = 2046
lowest non-fcc gap found = 102.9500 microhartree
FAULT ENERGY per layer cell, microhartree
reach in layers: direct, full formula, first order
 2: 953.5186, 953.5186, 953.5186
 3: 1023.4187, 1023.4187, 1000.1187
 4: 1023.4187, 1013.4603, 993.4797
 5: 1028.6056, 1013.4603, 993.4797
16: 1029.5005, 1013.6100, 993.4804
FAULT ENERGY per area, full reach
direct = 47.5506 microhartree/bohr^2
direct = 74.031 mJ/m^2
full formula = 46.8166 microhartree/bohr^2
full formula = 72.889 mJ/m^2
first order = 45.8869 microhartree/bohr^2
first order = 71.441 mJ/m^2
full-formula error = -1.544 percent
first-order error = -3.499 percent
direct minus formula = 15.8905 microhartree
-3 Delta_4 = 9.9585 microhartree
5 Delta_5 = 5.1869 microhartree
\end{verbatim}
